\section*{The Quadratic Diamagnetic Shift of a Two-Dimensional s Exciton, part 2}

An electron (charge $-1$, mass $m_e$) and a hole (charge $+1$, mass $m_h$) move in a plane normal to a magnetic field $\mathbf B=B\hat{\mathbf z}$ and attract through a local central potential $V(r)$. The question is how the field shifts the exciton energy $E$, and what the shift says about the exciton's size. Hartree atomic units are used, energies are measured from the zero-field band gap, and Zeeman energies are left out.

The total mass is $M$, the reduced mass $\mu$, the centre of mass $\mathbf R$, and $\mathbf r=\mathbf r_e-\mathbf r_h$. With $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$ and conserved pseudomomentum $\mathbf K$, the pair wavefunction is
\begin{equation}
\Psi=e^{i\theta}\varphi(\mathbf r),\qquad
\theta=[\mathbf K+\mathbf A(\mathbf r)]\cdot\mathbf R.
\label{phase}
\end{equation}
The relative motion, with momentum $\mathbf p$ and angular momentum $L_z$, is governed by
\begin{align}
H_{\rm rel}={}&\frac{K^2}{2M}+\frac{p^2}{2\mu}+V(r)
+\frac B2\left(\frac1{m_e}-\frac1{m_h}\right)L_z\nonumber\\
&+\frac{B^2r^2}{8\mu}+\frac{\mathbf K\cdot(\mathbf B\times\mathbf r)}M.
\label{hrel}
\end{align}
This was tested by diagonalizing a pair with unequal masses in a Gaussian well.

For s states at $\mathbf K=0$ it reduces to $H_s=p^2/2\mu+V(r)+B^2W$, with $W=r^2/8\mu$. The weak-field shift is $E(B)-E(0)=\sigma B^2+c_4B^4+\dots$. With $\varphi_0$ the zero-field s state, of energy $E_0$,
\begin{equation}
\sigma=\langle\varphi_0|W|\varphi_0\rangle
=\frac{\langle r^2\rangle}{8\mu},\qquad
\langle r^2\rangle=
\frac{\int_0^\infty r^3|\varphi_0|^2dr}{\int_0^\infty r|\varphi_0|^2dr}.
\label{sigma}
\end{equation}
The quartic coefficient is a sum over the other s states $n$, of energies $E_n$:
\begin{equation}
c_4=-\frac1{64\mu^2}\sum_{n\ne0}
\frac{|\langle n|r^2|\varphi_0\rangle|^2}{E_n-E_0}.
\label{c4}
\end{equation}
It is negative for 1s. For 2s, the 1s state contributes a positive term, so the sign must be computed.

At any field, with $\langle r^2\rangle_{\sqrt\lambda}$ the average in the state at field $\sqrt\lambda$,
\begin{equation}
E(B)-E(0)=\frac1{8\mu}\int_0^{B^2}\langle r^2\rangle_{\sqrt\lambda}\,d\lambda .
\label{average}
\end{equation}

\subsection{What a finite pseudomomentum changes}

The last term of (\ref{hrel}) can be rearranged as
\begin{equation}
\frac{\mathbf K\cdot(\mathbf B\times\mathbf r)}M
=\mathbf F\cdot\mathbf r,\qquad
\mathbf F=\frac{\mathbf K\times\mathbf B}M .
\end{equation}
An electric field $\mathbf F$ gives the charges $-1$ and $+1$ the energy $\mathbf F\cdot\mathbf r_e-\mathbf F\cdot\mathbf r_h=\mathbf F\cdot\mathbf r$. The term therefore acts like the electric field felt by a pair that moves through the magnetic field with velocity $\mathbf K/M$. This is the mean velocity of the pair only to lowest order in $B$: the field $\mathbf F$ makes the mean separation $\langle\mathbf r\rangle$ nonzero, which adds $\mathbf B\times\langle\mathbf r\rangle$ to the kinetic momentum.

In an s state the average of $\mathbf F\cdot\mathbf r$ is zero by symmetry. If no other state of the relative motion has the same energy, the second-order change is $-\alpha F^2/2$, with the in-plane polarizability
\begin{equation}
\alpha=2\sum_{n\ne0}\frac{|\langle n|x|\varphi_0\rangle|^2}{E_n-E_0},
\end{equation}
where $x$ is taken along $\mathbf F$ and the sum runs over all other states of the relative motion. For the lowest state every denominator is positive, so $\alpha>0$ and the energy is lowered. For a higher s state, p states lying below it contribute negative terms, and the sign of $\alpha$ has to be computed. Since $\mathbf K$ is perpendicular to $\mathbf B$, $F=KB/M$. A mixed term of $\mathbf F\cdot\mathbf r$ with the $L_z$ term would also be of order $B^2$, but it is zero because $L_z\varphi_0=0$. Thus
\begin{equation}
E(B,K)=E(0,0)+\frac{K^2}{2M}
+\left(\sigma-\frac{\alpha K^2}{2M^2}\right)B^2+\dots
\label{kshift}
\end{equation}
The added term is of the same order in $B$ as the diamagnetic shift, so the condition $\mathbf K=0$ cannot be dropped by making the field weaker.

In the Gaussian-well test with unequal masses, at $B=0.003$ atomic units, the shift of the lowest s state at $K=0$ was $9.54\times10^{-7}$ hartree. At $K=1$ atomic unit the added shift was $-1.07\times10^{-7}$ hartree, a reduction of 11\% relative to the first. It agreed with the polarizability term to within one part in a thousand.

Light at normal incidence selects $\mathbf K=0$. This follows if the light is assumed to create the electron and the hole at the same place. There $\mathbf A(\mathbf r)=0$, and the pair wavefunction (\ref{phase}) is $e^{i\mathbf K\cdot\mathbf R}\varphi(0)$. Its overlap with a light wave of in-plane wavevector $\mathbf q$ vanishes unless $\mathbf K=\mathbf q$, and $\mathbf q=0$ at normal incidence.

\subsection{The Coulomb limit}

For $V=-1/(\kappa r)$, with dielectric constant $\kappa$, the size can be found in closed form. The radial equation for an s state in the plane is
\begin{equation}
\varphi''+\frac{\varphi'}r+\frac{g}{r}\varphi+2\mu E\varphi=0,\qquad
g=\frac{2\mu}\kappa .
\end{equation}
Inserting $\varphi=e^{-\beta r}$ gives $\beta^2-\beta/r+g/r+2\mu E=0$. The terms in $1/r$ require $\beta=g$, and the constants require $E=-\beta^2/2\mu=-2\mu/\kappa^2$. With $\int_0^\infty r^ke^{-2\beta r}dr=k!/(2\beta)^{k+1}$,
\begin{equation}
\langle r^2\rangle_{1s}=\frac{3!/(2\beta)^4}{1!/(2\beta)^2}
=\frac3{2\beta^2}=\frac{3\kappa^2}{8\mu^2},\qquad
\sigma_{1s}=\frac{3\kappa^2}{64\mu^3}.
\label{coulomb}
\end{equation}

For 2s, take $\varphi=(1-cr)e^{-\gamma r}$ with $c\neq0$. Its derivatives are $\varphi'=[-c-\gamma(1-cr)]e^{-\gamma r}$ and $\varphi''=[2c\gamma+\gamma^2(1-cr)]e^{-\gamma r}$. With $2\mu E=-\gamma^2$, the radial equation reduces to
\begin{equation}
3c\gamma-gc+\frac{g-c-\gamma}r=0 .
\end{equation}
Hence $\gamma=g/3$ and $c=g-\gamma=2\gamma$. Setting $s=2\gamma r$,
\begin{equation}
\langle r^2\rangle_{2s}=\frac1{4\gamma^2}
\frac{\int_0^\infty s^3(1-s)^2e^{-s}ds}{\int_0^\infty s(1-s)^2e^{-s}ds}
=\frac1{4\gamma^2}\,\frac{6-48+120}{1-4+6}
=\frac{117\kappa^2}{8\mu^2}.
\end{equation}
In this limit the 2s shift is 39 times the 1s shift at weak field.

The reduced mass now enters $\sigma$ as $\mu^{-3}$: one power comes from the kinetic energy in the field and two from the size of the state. The explicit $1/\mu$ in (\ref{sigma}) describes a change of mass at fixed $\langle r^2\rangle$. How $\sigma$ depends on $\mu$ in a given material depends on the interaction.

\subsection{The free-pair edge}

The transport gap of the model is the energy needed to create an electron and a hole far apart. In the field, each has at least its lowest Landau energy, which is half the cyclotron frequency $B/m$ of that particle. The edge rises by
\begin{equation}
\frac B{2m_e}+\frac B{2m_h}=\frac B{2\mu}.
\label{edge}
\end{equation}
This is linear in $B$, while the bound s exciton rises quadratically at weak field. The energy needed to separate the exciton, measured from the edge in the same field, is
\begin{equation}
E_b(B)=|E(0)|+\frac B{2\mu}-\sigma B^2+\dots,
\end{equation}
and it grows at weak field although the exciton itself moves up.

\subsection{A screened layer}

The worked example is a model layer with $m_e=0.5$ and $m_h=0.3$. Then $\mu=0.5\times0.3/0.8=0.1875$. The layer is a thin sheet with polarizability $\chi$ per unit area, in surroundings of dielectric constant $\kappa=4$. In a potential $\Phi$ of wavevector $q$, its induced charge is $-\chi q^2\Phi$. A sheet charge $\rho$ in these surroundings produces $\Phi=2\pi\rho/(\kappa q)$. For a unit external charge, adding the induced charge gives
\begin{equation}
\kappa q\Phi=2\pi(1-\chi q^2\Phi)
\quad\Rightarrow\quad
\Phi=\frac{2\pi}{q(\kappa+r_0q)},\qquad r_0=2\pi\chi .
\end{equation}
The screening length is $r_0=80$ bohr. Transforming back to distance, with $1/(\kappa+r_0q)=\int_0^\infty e^{-t(\kappa+r_0q)}dt$ and the standard integral $\int_0^\infty J_0(qr)e^{-qs}dq=(r^2+s^2)^{-1/2}$, gives the Rytova--Keldysh attraction
\begin{equation}
V(r)=-\int_0^\infty\frac{e^{-\kappa t}}{\sqrt{r^2+r_0^2t^2}}\,dt .
\label{rk}
\end{equation}
Since the square root is at least $r$, this attraction is weaker than $1/(\kappa r)$. It approaches that value when $r\gg r_0/\kappa$.

Diagonalization in a basis of s functions gives the zero-field energies $-181$ meV for 1s and $-43$ meV for 2s. The mean-square separations are 976.4 and 16340 bohr$^2$, so the rms separations are 1.65 and 6.76 nm. With $8\mu=1.5$,
\begin{align}
\sigma_{1s}&=\frac{976.4}{1.5}=651
\quad\text{or}\quad0.32~\mu\text{eV/T}^2,\\
\sigma_{2s}&=\frac{16340}{1.5}=1.089\times10^4
\quad\text{or}\quad5.4~\mu\text{eV/T}^2,
\end{align}
where the first values are in atomic units.

For comparison, the Coulomb formula (\ref{coulomb}) with the same $\kappa$ and $\mu$ gives $\sigma_{1s}=114$ and an rms separation of 13.1 bohr. The screened 1s state is larger by a factor $31.25/13.06=2.4$. The Coulomb 2s state would have an rms separation of $\sqrt{117/8}\times4/0.1875=81.6$ bohr, and the screened one is larger by $127.8/81.6=1.6$. This is why the ratio of the two shifts at weak field falls from 39 to 16.7.

\subsection{Where the quadratic law gives out}

Two fields are compared with the full diagonalization of $H_s$: $B=10^{-4}$, or 23.5 T, and $B=2.5\times10^{-4}$, or 58.8 T. Shifts are in meV.

\begin{center}
\begin{tabular}{lcccc}
State & Field (T) & $\sigma B^2$ & Full shift & Ratio\\
\hline
1s & 23.5 & 0.177 & 0.177 & 0.998\\
1s & 58.8 & 1.107 & 1.093 & 0.987\\
2s & 23.5 & 2.96 & 2.79 & 0.940\\
2s & 58.8 & 18.5 & 14.6 & 0.787
\end{tabular}
\end{center}

The quartic coefficients are $c_4=-1.37\times10^8$ for 1s and $-8.16\times10^{10}$ for 2s. The negative terms therefore outweigh the positive 1s contribution in the 2s sum. A practical limit is the field at which the quartic term reaches a tenth of the quadratic one, $B=\sqrt{0.1\,\sigma/|c_4|}$. It is 162 T for 1s and 27 T for 2s.

For 1s at 58.8 T the quartic term is $-1.37\times10^8\times(2.5\times10^{-4})^4=-5.4\times10^{-7}$ hartree. This is $-1.3\%$ of the quadratic shift of $4.07\times10^{-5}$ hartree and accounts for the deviation in the table. For 2s at the same field it is $-3.2\times10^{-4}$ hartree, or $-47\%$ of the quadratic shift, while the true deviation is $-21\%$. Adding the quartic term here makes the estimate slightly worse than leaving it out. The field is then too strong for the first terms of the expansion, and $H_s$ has to be diagonalized.

At 58.8 T the free-pair edge has risen by $2.5\times10^{-4}/0.375=6.67\times10^{-4}$ hartree, or 18.1 meV. The energy needed to separate the 1s exciton has grown by $18.1-1.1=17.0$ meV. For 2s the quadratic law would predict a rise of 18.5 meV, more than that of the edge, whereas the full shift is 14.6 meV.

\subsection{Reading a size from a measured shift}

Solving (\ref{sigma}) for the size gives
\begin{equation}
r_{\rm rms}=\sqrt{\langle r^2\rangle}=\sqrt{8\mu\sigma}.
\label{inverse}
\end{equation}
A measured $\sigma$ fixes the ratio $\langle r^2\rangle/\mu$, not the two quantities separately. For the 1s state of the layer, the correct mass returns $\sqrt{1.5\times651}=31.2$ bohr. An assumed mass of 0.25 gives 36.1 bohr, too large by the factor $\sqrt{0.25/0.1875}=1.15$.

The missing information can come from the free-pair edge. If its slope $b=1/2\mu$ is known, with any linear Zeeman contribution removed, then $\sigma=b\langle r^2\rangle/4$ and $\langle r^2\rangle=4\sigma/b$. Here $b=6.667\times10^{-4}/(2.5\times10^{-4})=2.667$, and $4\times651/2.667$ returns the 976 bohr$^2$ of the 1s state. Taking the mass from the Coulomb formula instead would mislead in this layer. Solving $3\kappa^2/(64\mu^3)=651$ gives $\mu=0.105$, which is 44\% below the true value.

Too strong a field introduces another error. If the full shift at field $B$ is treated as $\sigma B^2$, (\ref{inverse}) returns an apparent size. For 2s this is 123.9 bohr at 23.5 T and 113.4 bohr at 58.8 T, which is 3\% and 11\% below the zero-field value of 127.8 bohr. For 1s at 58.8 T it is 31.05 bohr. This lies between the zero-field value of 31.25 bohr and the actual value in that field, 30.86 bohr, as it must by (\ref{average}), since the apparent $\langle r^2\rangle$ is an average over $\lambda$ from zero to $B^2$.

In a measured spectrum, the Zeeman energies left out of the model add a term linear in $B$. If that term is odd in $B$ for a given transition, the average of the line positions at $B$ and $-B$ removes it and leaves the even shift, from which $\sigma$ is taken at weak field. Reading this shift as $\langle r^2\rangle B^2/8\mu$ relies on the assumptions of the model: isotropic parabolic bands, motion confined to the plane, an interaction independent of the field, and $\mathbf K=0$. Any other term quadratic in $B$ survives the average and would be mistaken for size. Nonparabolic bands, field-induced mixing with other exciton states and the motional term in (\ref{kshift}) are examples. For the 1s state of the layer $\alpha=1.9\times10^5$ atomic units, and the motional term is 9\% of $\sigma$ when $K^2/2M$ equals the thermal energy at 77 K. The printed values behind these comparisons are in the numerical output.

\section*{Computed results}
\begin{verbatim}
electron mass = 0.50 electron masses
hole mass = 0.30 electron masses
reduced mass mu = 0.1875 electron masses
screening length r0 = 80.0 bohr
surrounding dielectric constant kappa = 4.0
1s energy at B=0 = -0.006658 hartree = -181.17 meV
1s mean-square separation = 976.4 bohr^2
1s rms separation = 31.25 bohr = 1.654 nm
1s sigma = 650.95 hartree/(a.u. field)^2 = 0.3206 microeV/T^2
1s quartic coefficient c4 = -1.3719e+08 hartree/(a.u. field)^4
1s field where |c4 B^4| = 0.1 sigma B^2: 6.888e-04 a.u. = 161.9 T
2s energy at B=0 = -0.001587 hartree = -43.19 meV
2s mean-square separation = 16340.4 bohr^2
2s rms separation = 127.83 bohr = 6.764 nm
2s sigma = 10893.59 hartree/(a.u. field)^2 = 5.3653 microeV/T^2
2s quartic coefficient c4 = -8.1560e+10 hartree/(a.u. field)^4
2s field where |c4 B^4| = 0.1 sigma B^2: 1.156e-04 a.u. = 27.2 T
ratio sigma(2s)/sigma(1s) = 16.73
field B = 1.00e-04 a.u. = 23.51 T
  1s quadratic law = 6.5095e-06 hartree = 0.1771 meV
  1s diagonalized shift = 6.4959e-06 hartree = 0.1768 meV
  1s diagonalized/quadratic = 0.9979
  1s apparent rms separation = 31.22 bohr
  2s quadratic law = 1.0894e-04 hartree = 2.9643 meV
  2s diagonalized shift = 1.0241e-04 hartree = 2.7866 meV
  2s diagonalized/quadratic = 0.9401
  2s apparent rms separation = 123.94 bohr
field B = 2.50e-04 a.u. = 58.76 T
  1s quadratic law = 4.0685e-05 hartree = 1.1071 meV
  1s diagonalized shift = 4.0173e-05 hartree = 1.0932 meV
  1s diagonalized/quadratic = 0.9874
  1s apparent rms separation = 31.05 bohr
  2s quadratic law = 6.8085e-04 hartree = 18.5269 meV
  2s diagonalized shift = 5.3576e-04 hartree = 14.5787 meV
  2s diagonalized/quadratic = 0.7869
  2s apparent rms separation = 113.39 bohr
1s rms separation in the larger field = 30.86 bohr
free-pair edge shift, larger field = 6.6667e-04 hartree = 18.141 meV
wrongly assumed reduced mass = 0.25 electron masses
1s rms inferred with it = 36.08 bohr
Coulomb-only 1s sigma, same kappa and mu = 113.78 hartree/(a.u. field)^2
Coulomb-only 1s rms separation = 13.06 bohr
Gaussian-well test: s shift at K=0 = 9.5369e-07 hartree
Gaussian-well test: added shift at K=1 a.u. = -1.0696e-07 hartree
\end{verbatim}
